# Counting Equal-Mass Hard-Sphere Collisions from 100 keV to 25 eV: a program that tests the result

```python
"""
Result under test: for equal-mass hard spheres with uniformly distributed impact
points, the incident atom loses on average one unit of ln(energy) per collision.
With u = ln(E0/Ec), the mean number of collisions needed to fall below Ec is 1+u;
the simple quotient u counts the collisions that leave the atom above Ec.
E0: starting energy, Ec: final threshold, p: impact parameter, D: sphere diameter.
A copper calculation with a soft potential sizes what the hard spheres leave out.
Energies are in eV and lengths in nm.
"""
import numpy as np
from scipy import constants as const
from scipy.stats import poisson

rng = np.random.default_rng(12345)
E0, Ec = 100e3, 25.0
u = np.log(E0 / Ec)


def hard_sphere_ratio(x, y):
    """Energy ratio E'/E from vector mechanics; x, y are offsets divided by D."""
    nz = np.sqrt(1 - x**2 - y**2)
    normal = np.array([-x, -y, nz])          # from projectile to target
    incoming = np.zeros_like(normal)
    incoming[2] = 1.0
    target = np.sum(incoming * normal, axis=0) * normal
    outgoing = incoming - target
    kept = np.sum(outgoing**2, axis=0)
    given = np.sum(target**2, axis=0)
    assert np.allclose(kept + given, 1.0, atol=1e-12)
    return kept


def random_ratios(n):
    """Impact points uniform on the disc, by rejection from a square."""
    points = rng.uniform(-1, 1, (2 * n, 2))
    points = points[np.sum(points**2, axis=1) < 1][:n]
    assert len(points) == n
    return hard_sphere_ratio(points[:, 0], points[:, 1])


# Area average over the collision disc, with the ratio taken from mechanics.
n_rings = 100000
radius = (np.arange(n_rings) + 0.5) / n_rings
ring_weight = 2 * radius / n_rings
ratio = hard_sphere_ratio(radius, np.zeros(n_rings))
mean_log_loss = np.sum(ring_weight * -np.log(ratio))
mean_ratio = np.sum(ring_weight * ratio)
assert abs(mean_log_loss - 1) < 1e-6
for k in range(1, 5):                        # moments of a uniform variable
    assert abs(np.sum(ring_weight * ratio**k) - 1 / (k + 1)) < 1e-6

# Mean crossing number from its integral equation, on a log-energy grid.
n_grid = 8000
h = u / n_grid
grid = Ec * np.exp(h * np.arange(n_grid + 1))
crossing = np.ones(n_grid + 1)
integral = 0.0
for k in range(1, n_grid + 1):
    partial = integral + 0.5 * h * crossing[k - 1] * grid[k - 1]
    crossing[k] = (1 + partial / grid[k]) / (1 - 0.5 * h)
    integral = partial + 0.5 * h * crossing[k] * grid[k]
assert np.max(np.abs(crossing - 1 - np.log(grid / Ec))) < 1e-4

# Histories of single atoms, collision by collision.
n_atoms = 200000
energy = np.full(n_atoms, E0)
count = np.zeros(n_atoms, dtype=int)
while np.any(energy > Ec):
    alive = energy > Ec
    new_ratio = random_ratios(n_atoms)
    energy[alive] *= new_ratio[alive]
    count[alive] += 1
mc_mean, mc_var = count.mean(), count.var()
mc_within8 = np.mean(count <= 8)
within8 = poisson.cdf(7, u)
assert abs(mc_mean - (1 + u)) < 5 * np.sqrt(u / n_atoms)
assert abs(mc_var - u) < 5 * np.sqrt((2 * u**2 + u) / n_atoms)
assert abs(mc_within8 - within8) < 5 * np.sqrt(0.25 / n_atoms)
assert abs(energy.mean() - Ec / 2) < 5 * Ec / np.sqrt(12 * n_atoms)
for n in range(1, 19):                       # whole distribution of the count
    chance = poisson.pmf(n - 1, u)
    error = np.sqrt(chance * (1 - chance) / n_atoms)
    assert abs(np.mean(count == n) - chance) < 5 * error + 5 / n_atoms

# Mean energy halves per collision while mean log energy falls by one.
three = random_ratios(n_atoms) * random_ratios(n_atoms) * random_ratios(n_atoms)
assert abs(three.mean() - 1 / 8) < 5 * three.std() / np.sqrt(n_atoms)
assert abs(np.log(three).mean() + 3) < 5 * np.sqrt(3 / n_atoms)

# Copper: universal screened repulsion, one encounter per atomic spacing.
Z, mass_u, lattice = 29, 63.55, 0.36
density = 4 / lattice**3
spacing = density ** (-1 / 3)
p_max = spacing / np.sqrt(np.pi)
a0 = const.physical_constants["Bohr radius"][0] * 1e9
coulomb = const.e / (4 * np.pi * const.epsilon_0) * 1e9    # eV nm
strength = Z**2 * coulomb
screen = 0.8854 * a0 / (2 * Z**0.23)


def universal(r):
    x = r / screen
    return (0.1818 * np.exp(-3.2 * x) + 0.5099 * np.exp(-0.9423 * x)
            + 0.2802 * np.exp(-0.4029 * x) + 0.02817 * np.exp(-0.2016 * x))


def unscreened(r):
    return np.ones_like(r)


def closest_approach(E, p, screening):
    low = p.copy()
    high = p + 2 * strength / E              # bare Coulomb bound, CM energy E/2
    for _ in range(60):
        r = 0.5 * (low + high)
        allowed = 1 - 2 * strength * screening(r) / (r * E) - (p / r)**2 > 0
        high = np.where(allowed, r, high)
        low = np.where(allowed, low, r)
    return high


nodes, weights = np.polynomial.legendre.leggauss(24)
t_nodes = np.pi / 4 * (nodes + 1)
t_weights = np.pi / 4 * weights


def soft_ratio(E, p, screening=universal):
    """E'/E = cos^2(theta/2), theta being the CM scattering angle."""
    r0 = closest_approach(E, p, screening)
    half_complement = np.zeros_like(p)       # (pi - theta)/2
    for t, w in zip(t_nodes, t_weights):
        x = np.sin(t)
        r = r0 / x
        radial = 1 - 2 * strength * screening(r) / (r * E) - (p / r)**2
        half_complement += w * np.cos(t) / np.sqrt(radial)
    return np.sin(half_complement * p / r0)**2


# Scattering integral against the closed Coulomb result.
p_test = np.array([0.002, 0.01, 0.03, 0.1])
b = 2 * strength / E0
coulomb_exact = p_test**2 / (p_test**2 + b**2 / 4)
coulomb_numeric = soft_ratio(np.full(4, E0), p_test, unscreened)
assert np.max(np.abs(coulomb_numeric - coulomb_exact)) < 1e-6

y, wy = np.polynomial.legendre.leggauss(200)
y, wy = 0.5 * (y + 1), 0.5 * wy
p_nodes, area_weights = p_max * y**2, 4 * y**3 * wy


def soft_means(E):
    kept = soft_ratio(np.full(len(y), E), p_nodes)
    return np.sum(area_weights * -np.log(kept)), E * np.sum(area_weights * (1 - kept))


soft_energies = [100e3, 10e3, 1e3]
soft_results = [soft_means(E) for E in soft_energies]
nuclear_loss = soft_results[0][1] / spacing
eps = screen * E0 / 2 / strength
reduced = np.log(1 + 1.1383 * eps) / (
    2 * (eps + 0.01321 * eps**0.21226 + 0.19593 * eps**0.5))
nuclear_formula = density * 4 * np.pi * screen * strength * 0.5 * reduced
# The stopping formula is a fit, and the encounters here are cut off at p_max.
assert abs(nuclear_loss / nuclear_formula - 1) < 0.10

v_bohr = const.alpha * const.c


def electronic_loss(E):
    """Lindhard-Scharff loss per length, eV/nm."""
    v = np.sqrt(2 * E * const.e / (mass_u * const.atomic_mass))
    factor = Z**(1 / 6) * Z**2 / (2 * Z**(2 / 3))**1.5
    return density * 8 * np.pi * coulomb * a0 * factor * v / v_bohr


def soft_history(n, with_electrons):
    E = np.full(n, E0)
    encounters = np.zeros(n, dtype=int)
    for _ in range(5000):
        index = np.flatnonzero(E > Ec)
        if len(index) == 0:
            break
        current = E[index]
        p = p_max * np.sqrt(1 - rng.random(len(index)))
        after = current * soft_ratio(current, p)
        if with_electrons:
            after = after - electronic_loss(current) * spacing
        E[index] = np.maximum(after, 0)
        encounters[index] += 1
    assert np.all(E <= Ec)
    return encounters


n_soft = 800
soft_only = soft_history(n_soft, False)
soft_elec = soft_history(n_soft, True)
assert soft_results[0][0] < 0.1              # glancing encounters dominate
assert soft_only.mean() > 5 * (1 + u)
assert soft_elec.mean() < soft_only.mean()

head_on = [closest_approach(np.array([E]), np.array([1e-9]), universal)[0]
           for E in (E0, Ec)]
free_path = 1 / (density * np.pi * head_on[0]**2)
thermal = 1.5 * const.k * 300 / const.e

print(f"Starting energy E0: {E0/1e3:.0f} keV")
print(f"Final threshold Ec: {Ec:.0f} eV")
print(f"Energy ratio E0/Ec: {E0/Ec:.0f}")
print(f"Mean ln(E/E') per collision, from mechanics: {mean_log_loss:.6f}")
print(f"Mean E'/E per collision, from mechanics: {mean_ratio:.6f}")
print(f"Simple quotient ln(E0/Ec): {u:.3f} collisions")
print(f"Mean crossing number, 1+ln(E0/Ec): {1+u:.3f} collisions")
print(f"Mean crossing number, integral equation: {crossing[-1]:.3f} collisions")
print(f"Mean crossing number, simulated: {mc_mean:.3f} collisions")
print(f"Number of simulated hard-sphere histories: {n_atoms}")
print(f"Standard deviation, formula: {np.sqrt(u):.3f} collisions")
print(f"Standard deviation, simulated: {np.sqrt(mc_var):.3f} collisions")
print(f"Chance of crossing within 8 collisions, formula: {within8:.3f}")
print(f"Chance of crossing within 8 collisions, simulated: {mc_within8:.3f}")
print(f"Mean energy just after crossing, simulated: {energy.mean():.2f} eV")
print(f"Collisions for the mean energy to reach Ec: {np.log2(E0/Ec):.2f}")
print(f"Copper lattice constant, rough input: {lattice:.2f} nm")
print(f"Copper atomic mass, input: {mass_u:.2f} u")
print(f"Copper atom density: {density:.1f} per nm^3")
print(f"Atomic spacing used per encounter: {spacing:.3f} nm")
print(f"Largest impact parameter used: {p_max:.3f} nm")
for E, result in zip(soft_energies, soft_results):
    print(f"Soft potential, mean ln(E/E') at {E/1e3:.0f} keV: {result[0]:.4f}")
print(f"Nuclear energy loss at 100 keV, integral: {nuclear_loss:.0f} eV/nm")
print(f"Nuclear energy loss at 100 keV, fit formula: {nuclear_formula:.0f} eV/nm")
print(f"Electronic energy loss at 100 keV: {electronic_loss(E0):.0f} eV/nm")
print(f"Number of soft histories in each run: {n_soft}")
print(f"Soft encounters to cross Ec, no electronic loss: {soft_only.mean():.0f}")
print(f"Soft encounters to cross Ec, with electronic loss: {soft_elec.mean():.0f}")
for label, run in (("without", soft_only), ("with", soft_elec)):
    print(f"Standard error of that mean, {label} electronic loss: "
          f"{run.std()/np.sqrt(n_soft):.1f}")
print(f"Head-on closest approach at 100 keV: {head_on[0]:.4f} nm")
print(f"Head-on closest approach at 25 eV: {head_on[1]:.4f} nm")
print(f"Hard-sphere free path at 100 keV: {free_path:.1f} nm")
print(f"Electronic loss over that path, at the initial rate: "
      f"{electronic_loss(E0)*free_path/1e3:.1f} keV")
print(f"Mean thermal kinetic energy at 300 K: {thermal:.3f} eV")
print("no test failed")
```

Running it gives:

```
Starting energy E0: 100 keV
Final threshold Ec: 25 eV
Energy ratio E0/Ec: 4000
Mean ln(E/E') per collision, from mechanics: 1.000000
Mean E'/E per collision, from mechanics: 0.500000
Simple quotient ln(E0/Ec): 8.294 collisions
Mean crossing number, 1+ln(E0/Ec): 9.294 collisions
Mean crossing number, integral equation: 9.294 collisions
Mean crossing number, simulated: 9.305 collisions
Number of simulated hard-sphere histories: 200000
Standard deviation, formula: 2.880 collisions
Standard deviation, simulated: 2.882 collisions
Chance of crossing within 8 collisions, formula: 0.413
Chance of crossing within 8 collisions, simulated: 0.412
Mean energy just after crossing, simulated: 12.52 eV
Collisions for the mean energy to reach Ec: 11.97
Copper lattice constant, rough input: 0.36 nm
Copper atomic mass, input: 63.55 u
Copper atom density: 85.7 per nm^3
Atomic spacing used per encounter: 0.227 nm
Largest impact parameter used: 0.128 nm
Soft potential, mean ln(E/E') at 100 keV: 0.0076
Soft potential, mean ln(E/E') at 10 keV: 0.0640
Soft potential, mean ln(E/E') at 1 keV: 0.2948
Nuclear energy loss at 100 keV, integral: 2443 eV/nm
Nuclear energy loss at 100 keV, fit formula: 2460 eV/nm
Electronic energy loss at 100 keV: 743 eV/nm
Number of soft histories in each run: 800
Soft encounters to cross Ec, no electronic loss: 198
Soft encounters to cross Ec, with electronic loss: 164
Standard error of that mean, without electronic loss: 2.9
Standard error of that mean, with electronic loss: 2.2
Head-on closest approach at 100 keV: 0.0104 nm
Head-on closest approach at 25 eV: 0.1684 nm
Hard-sphere free path at 100 keV: 34.5 nm
Electronic loss over that path, at the initial rate: 25.7 keV
Mean thermal kinetic energy at 300 K: 0.039 eV
no test failed
```
